# Linear Polarization of Resonance Fluorescence at Right Angles, part 2

An atom is excited from a lower level \(J\) to an upper level \(J'\) by light travelling along \(x\) and polarized along \(z\). Fluorescence is viewed along \(y\) through a polarizer passing \(z\) (intensity \(I_\parallel\)) or \(x\) (\(I_\perp\)). We seek the degree of linear polarization

\[
P=\frac{I_\parallel-I_\perp}{I_\parallel+I_\perp}.
\]

Intensities are relative. Unless changed below, the lower level is unpolarized and stays so in the weak light, the upper level is isolated, the nucleus has no spin, and there is no magnetic field, collision or reabsorption. Only the resonant amplitude is kept; \(\Gamma\) is the upper-level decay rate.

The real unit vectors \(\mathbf e\) and \(\mathbf e'\) are the incident and detected polarizations. The scaled dipole components \(V_j\) lead from the lower to the upper level, \(V_j^\dagger\) back down, and \(V_{\mathbf e}=\sum_j e_jV_j\). For an amplitude operator \(M\), the intensity is proportional to \(\mathrm{Tr}(MM^\dagger)\). For an isolated upper level this becomes

\[
I(\mathbf e',\mathbf e)\propto\mathrm{Tr}\big(B_{\mathbf e'}B_{\mathbf e}\big),\qquad B_{\mathbf e}=V_{\mathbf e}V_{\mathbf e}^\dagger ,
\]
\[
B_x+B_y+B_z=1 .
\]

\(B_{\mathbf e}\) is proportional to the upper-state density matrix after absorption. With \(z\) as quantization axis, \(B_z\) is diagonal, with elements (relative populations)

\[
a_m=|\langle J'm|V_z|Jm\rangle|^2 .
\]

With \(S_1=\sum a_m=(2J'+1)/3\) and \(S_2=\sum a_m^2\),

\[
P=\frac{3S_2-S_1}{S_2+S_1}.
\]

Part (d) found \(P=1\) for \(0\to1\), \(3/5\) for D2 (\(1/2\to3/2\)) and 0 for D1 (\(1/2\to1/2\)), where \(a_{\pm1/2}=1/3\). For an unpolarized incident beam, part (e) gave

\[
P_{\rm u}=\frac{P/2}{1-P/2}=\frac{P}{2-P}.
\]

Below, \(N=2J'+1\) and \(X=J'(J'+1)\). "The program" is the numerical check whose output is listed at the end.

### (f) Populations for any allowed transition

**Question.** Find \(a_m\) for \(J'=J+1\), \(J'=J\) and \(J'=J-1\).

**Solution.** The products \(V_iV_j^\dagger\) form a tensor with two vector indices. Such a tensor consists of a scalar, an antisymmetric part and a symmetric traceless part. The antisymmetric part has no \(zz\) component. The scalar part of \(B_z\) is one third of \(B_x+B_y+B_z\), that is, \(1/3\).

By the Wigner–Eckart theorem, all symmetric traceless tensors within one level are proportional to the one built from the angular momentum, whose \(zz\) component is proportional to \(3J_z^2-X\). Thus, with one unknown number \(c\),

\[
a_m=\frac13-\frac c3\,(3m^2-X).
\]

For \(J'=0\) and \(J'=1/2\) the bracket vanishes, so \(a_m=1/3\) whatever \(c\) is. In the other cases one known property of \(a_m\) fixes \(c\).

*\(J'=J+1\).* The lower level has no substate \(m=J'\), so \(a_{J'}=0\). This requires \(1=c\,(3J'^2-J'^2-J')=c\,J'(2J'-1)\), and

\[
c=\frac1{J'(2J'-1)},\qquad a_m=\frac{J'^2-m^2}{J'(2J'-1)} .
\]

*\(J'=J\).* Between two levels of equal angular momentum, the Wigner–Eckart theorem makes the elements of \(V_z\) proportional to those of \(J_z\), that is, to \(m\). So \(a_m\) is proportional to \(m^2\) and its constant term \((1+cX)/3\) must vanish:

\[
c=-\frac1X,\qquad a_m=\frac{m^2}{X} .
\]

*\(J'=J-1\).* Here \(a_m\) is also the squared element of \(V_z^\dagger\) leading from \(J'\) to the level \(J=J'+1\). The first case applies with the roles of the levels exchanged, so \(a_m\) is proportional to \(J^2-m^2=(J'+1)^2-m^2\). The coefficient of \(-m^2\) is \(c\). The constant terms then require \((1+cX)/3=c(J'+1)^2\), or \(1=c(J'+1)(3J'+3-J')\). Hence

\[
c=\frac1{(J'+1)(2J'+3)},\qquad a_m=\frac{(J'+1)^2-m^2}{(J'+1)(2J'+3)} .
\]

### (g) The general degree of polarization

**Question.** Derive \(P\) for the three types of transition. What remains at large angular momentum?

**Solution.** We need the sums of \(m^2\) and \(m^4\). The differences

\[
(m+\tfrac12)^3-(m-\tfrac12)^3=3m^2+\tfrac14,
\]
\[
(m+\tfrac12)^5-(m-\tfrac12)^5=5m^4+\tfrac52m^2+\tfrac1{16}
\]

telescope when summed from \(-J'\) to \(J'\), leaving \(N^3/4\) and \(N^5/16\). With \(N^2=4X+1\), the first gives

\[
\sum m^2=\frac{N(N^2-1)}{12}=\frac{NX}{3}.
\]

In the second, \((N^4-1)/16=X(2X+1)/2\), so

\[
\sum m^4=\frac N5\left[\frac{X(2X+1)}2-\frac{5X}{6}\right]=\frac{NX(3X-1)}{15}.
\]

It follows that \(\sum(3m^2-X)=0\) and

\[
\sum(3m^2-X)^2=NX\left[\frac{3(3X-1)}5-2X+X\right]=\frac{NX(4X-3)}5 .
\]

Squaring \(a_m\) and summing, the cross term vanishes, and

\[
S_2=\frac N9(1+\kappa),\qquad \kappa=\frac{c^2X(4X-3)}5 .
\]

Since \(S_1=N/3\), we have \(3S_2-S_1=N\kappa/3\) and \(S_2+S_1=N(4+\kappa)/9\). Therefore

\[
P=\frac{3\kappa}{4+\kappa}.
\]

Now insert \(c\) and use \(4X-3=(2J'-1)(2J'+3)\). For \(J'=J+1\),

\[
\kappa=\frac{(J'+1)(2J'+3)}{5J'(2J'-1)},\qquad
P=\frac{2J'^2+5J'+3}{14J'^2-5J'+1}.
\]

For \(J'=J\),

\[
\kappa=\frac{4X-3}{5X},\qquad P=\frac{4X-3}{8X-1}.
\]

For \(J'=J-1\),

\[
\kappa=\frac{J'(2J'-1)}{5(J'+1)(2J'+3)},\qquad
P=\frac{2J'^2-J'}{14J'^2+33J'+20}.
\]

In the first and third cases a common factor 3 has been cancelled after clearing the denominators. In the second, \(3(4X-3)/(24X-3)\) was reduced in the same way.

The first formula returns \(10/10=1\) for \(J'=1\) and \(15/25=3/5\) for \(J'=3/2\). The second returns 0 for \(J'=1/2\). Among other cases, \(1\to1\) gives 33.33 percent and \(2\to1\) gives 1.49 percent. The transitions \(1\to2\) and \(2\to2\) both give 44.68 percent, because their values of \(c\) are \(+1/6\) and \(-1/6\), and \(P\) contains \(c^2\).

At large \(J'\) the limits are \(1/7\) for \(J'=J\pm1\) and \(1/2\) for \(J'=J\). They have a classical meaning. Let \(u=m/J'\) be the cosine of the angle between the angular momentum and \(z\). For \(J'=J\), \(a_m\) tends to \(u^2\), as for a dipole along the angular momentum. For \(J'=J\pm1\) it tends to \((1-u^2)/2\), as for a dipole rotating in the plane perpendicular to it.

### (h) Two fine-structure lines together

**Question.** An s electron is excited to a p state, with D1 and D2 separated by the angular frequency \(\Delta\). Both upper levels have decay rate \(\Gamma\). Find \(P\) when both amplitudes are kept.

**Solution.** The dipole acts on the orbital motion and leaves the electron spin alone. Polarization \(\mathbf e\) excites the orbital state \(|p_{\mathbf e}\rangle\). With \(\hbar=1\), \(\mathbf L\cdot\mathbf S\) equals \(1/2\) for \(J'=3/2\) and \(-1\) for \(J'=1/2\), so the projectors on the two levels are

\[
\Pi_{3/2}=\frac{2+2\mathbf L\cdot\mathbf S}3,\qquad \Pi_{1/2}=\frac{1-2\mathbf L\cdot\mathbf S}3 .
\]

In the basis \(p_x,p_y,p_z\) the orbital matrices are \((L_i)_{ab}=-i\epsilon_{iab}\). With \(\mathbf S=\boldsymbol\sigma/2\),

\[
\langle p_{\mathbf e'}|2\mathbf L\cdot\mathbf S|p_{\mathbf e}\rangle=-i(\mathbf e'\times\mathbf e)\cdot\boldsymbol\sigma .
\]

Let \(\delta\) be the detuning from D1, \(F_1=1/(\delta+i\Gamma/2)\) and \(F_3=1/(\delta-\Delta+i\Gamma/2)\). The amplitude, an operator on the electron spin, is

\[
M=\frac{F_1+2F_3}3\,\mathbf e'\cdot\mathbf e+\frac{i(F_1-F_3)}3(\mathbf e'\times\mathbf e)\cdot\boldsymbol\sigma .
\]

For parallel polarizations the first term survives, and for perpendicular ones the second. The same spin trace multiplies both intensities, so

\[
P=\frac{|F_1+2F_3|^2-|F_1-F_3|^2}{|F_1+2F_3|^2+|F_1-F_3|^2}.
\]

With \(F_3\) alone this is \((4-1)/(4+1)=3/5\), and with \(F_1\) alone it is 0, in agreement with part (d).

At the centre of D1 the numerator is \(3|F_3|^2+6\,\mathrm{Re}(F_1F_3^*)\approx9/\Delta^2\) and the denominator is approximately \(2|F_1|^2=8/\Gamma^2\). To leading order in \(\Gamma/\Delta\), \(P\approx(9/8)(\Gamma/\Delta)^2\). For \(\Delta=1000\,\Gamma\) this is 0.00011 percent. At the centre of D2 the program gives 60.00002 percent for the same splitting. For \(\Delta\gg\Gamma\) the isolated-level result is therefore very good at the line centres.

Away from the centres the error grows to first order in the detuning. Near D1 the term \(6\,\mathrm{Re}(F_1F_3^*)\) divided by \(2|F_1|^2\) gives \(P\approx-3\delta/\Delta\), already about 3 percent at \(|\delta|=0.01\Delta\). The isolated-level result fails entirely once the detuning from a line is no longer small compared with \(\Delta\). Far from both lines, compared with \(\Delta\), the two factors become equal and the perpendicular amplitude cancels. The spin is then not involved, and \(P\) tends to 1. At \(\delta=-100\Delta\) the ratio \(I_\perp/I_\parallel\) is about \((1/301)^2\), and \(P=99.998\) percent. The detuning must remain small compared with the optical frequency for the resonant amplitude to suffice.

### (i) Nuclear spin with broadband light

**Question.** Give the nucleus a spin \(I\) and the upper level the interaction \(A\,\mathbf I\cdot\mathbf J'\), with \(A\) an angular frequency. The spectrum is flat over the whole hyperfine structure, all lower hyperfine substates are equally populated, and all fluorescence is detected. What happens to D1 and D2?

**Solution.** Absorption acts on the electron, so the upper state begins as \(B_z\otimes1\). For D1, \(B_z=1/3\). The initial state is a multiple of the identity and does not evolve, apart from its decay. Nuclear spin leaves \(P=0\) for every \(A\).

For D2 the hyperfine interaction transfers alignment between electron and nucleus. The interaction is unchanged by joint rotations and the nucleus starts unpolarized. After the nucleus is traced out, the electronic part \(Q=3J_z^2-X\) can therefore only be multiplied by a number \(G(t)\), while the scalar part stays constant. Let \(\bar G\) be the average of \(G(t)\) with weight \(\Gamma e^{-\Gamma t}\). In \(I_\parallel\), one of the two factors \(c\) becomes \(c\bar G\):

\[
I_\parallel=\frac N9(1+\bar G\kappa),\qquad I_\perp=\frac N9\left(1-\frac{\bar G\kappa}2\right).
\]

The second follows because the signals for \(x,y,z\) add to \(N/3\) and those for \(x\) and \(y\) are equal. Thus \(P=3\bar G\kappa/(4+\bar G\kappa)\), and for D2, where \(\kappa=1\), \(P=3\bar G/(4+\bar G)\).

Take \(I=3/2\) and \(A\gg\Gamma\). Terms oscillating at a hyperfine frequency \(\Omega\) are reduced by \(1/(1+\Omega^2/\Gamma^2)\) and vanish in this limit. The blocks of \(Q\) within each level \(F'\) remain. There \(Q\) acts as \(g\,[3F_z^2-F'(F'+1)]\), and the state \(m_F=F'\) determines \(g\). Note that \(Q=3\) for \(|m_J|=3/2\) and \(-3\) for \(|m_J|=1/2\).

- \(F'=3\): \(m_J=3/2\), so \(15g=3\) and \(g=1/5\).
- \(F'=2\): \(m_J=3/2\) and \(1/2\) have equal weights, so \(g=0\).
- \(F'=1\): \(m_J=3/2,1/2,-1/2\) have weights \(0.3,0.4,0.3\), so \(g=0.9-1.2-0.9=-1.2\).
- \(F'=0\): no alignment is possible.

The weights follow from requiring that the total raising operator annihilate the state. For angular momentum \(3/2\), raising \(m=-1/2\) gives the factor 2 and raising \(m=1/2\) gives \(\sqrt3\). For \(F'=2\), the state \(\alpha|\tfrac32,\tfrac12\rangle+\beta|\tfrac12,\tfrac32\rangle\) in the basis \(|m_J,m_I\rangle\) needs \(\sqrt3\alpha+\sqrt3\beta=0\), so the weights are equal. For \(F'=1\), the state \(\alpha|\tfrac32,-\tfrac12\rangle+\beta|\tfrac12,\tfrac12\rangle+\gamma|{-\tfrac12},\tfrac32\rangle\) needs \(2\alpha+\sqrt3\beta=0\) and \(\sqrt3\beta+2\gamma=0\). Then \(\alpha^2=\gamma^2=\tfrac34\beta^2\), and normalization gives \(\beta^2=0.4\). By the sum in part (g), \(\sum[3m_F^2-F'(F'+1)]^2\) is 756 for \(F'=3\) and 6 for \(F'=1\). The averaged operator is the sum of the blocks, and its trace over the nucleus is \(4\bar GQ\). Multiplying the averaged operator by \(Q\otimes1\) and taking the full trace shows that \(\bar G\) is the sum of the traces of the squared blocks divided by the full trace of \(Q^2\). The latter is \(4\times36=144\), so

\[
\bar G=\frac{756/25+6(1.2)^2}{144}=0.27,\qquad P=\frac{0.81}{4.27}=0.190 .
\]

The program gives 60.00 percent at \(A=0\), 24.24 percent at \(A=\Gamma\) and 18.97 percent at \(A=10^4\Gamma\).

### (j) Resolved hyperfine lines

**Question.** Can D1 fluorescence be linearly polarized when the hyperfine lines are resolved? Use \(I=3/2\) and \(F'=2\).

**Solution.** If all final levels are detected, emission is described by \(B_{\mathbf e'}\otimes1=1/3\) for every linear polarization. The signals are equal whatever the upper state. If instead all lower levels are excited equally, the state created in \(F'\) is isotropic, and resolving the detection does not help. Both excitation and detection must be resolved.

Let unpolarized \(F=2\) be excited to \(F'=2\), with the fluorescence to one final level selected. The earlier formulas apply with \(F\) in place of \(J\), but \(c^2\) becomes the product of the values of \(c\) for absorption and emission. Absorption from \(F=2\) has \(c=-1/6\). Emission has \(c=-1/6\) to \(F=2\) and \(c=+1/6\) to \(F=1\). With \(X=6\), \(X(4X-3)/5=25.2\), so \(\kappa\) is replaced by \(\pm25.2/36=\pm0.7\):

\[
P_{2\to2\to2}=\frac{2.1}{4.7}=0.447,\qquad P_{2\to2\to1}=\frac{-2.1}{3.3}=-0.636 .
\]

The negative sign means that the light is mainly polarized along \(x\). Added without resolution, the two emission lines give unpolarized light. The zero for D1 thus survives nuclear spin, but in these two examples it does not survive the selection of a hyperfine line in both absorption and emission.

## Values computed for the example and the checks

```
J, J' pairs checked: 21
0-1 a_m from m=J' down: 0.0000 1.0000 0.0000
0-1 I_par = 1.0000, I_perp = 0.0000 (relative)
0-1 P = 100.00 percent
0-1 P, unpolarized beam = 100.00 percent
0-1 share of light in I_par = 100.00 percent
D2 a_m from m=J' down: 0.0000 0.6667 0.6667 0.0000
D2 I_par = 0.8889, I_perp = 0.2222 (relative)
D2 P = 60.00 percent
D2 P, unpolarized beam = 42.86 percent
D2 share of light in I_par = 80.00 percent
D1 a_m from m=J' down: 0.3333 0.3333
D1 I_par = 0.2222, I_perp = 0.2222 (relative)
D1 P = 0.00 percent
D1 P, unpolarized beam = 0.00 percent
D1 share of light in I_par = 50.00 percent
Other transitions, P in percent:
  J=1 -> J'=0: 0.00 (fraction 0)
  J=1 -> J'=1: 33.33 (fraction 1/3)
  J=1 -> J'=2: 44.68 (fraction 21/47)
  J=2 -> J'=1: 1.49 (fraction 1/67)
  J=2 -> J'=2: 44.68 (fraction 21/47)
  J=2 -> J'=3: 32.14 (fraction 9/28)
  J=3/2 -> J'=1/2: 0.00 (fraction 0)
  J=3/2 -> J'=3/2: 41.38 (fraction 12/29)
  J=3/2 -> J'=5/2: 36.84 (fraction 7/19)
Fine-structure splitting = 1000 Gamma
P on D1 with D2 amplitude included = 0.00011 percent
P on D2 with D1 amplitude included = 60.00002 percent
P at 100 splittings below D1 = 99.998 percent
I=3/2, D2 broadband, A/Gamma=0: P = 60.00 percent
I=3/2, D2 broadband, A/Gamma=1: P = 24.24 percent
I=3/2, D2 broadband, A/Gamma=10000: P = 18.97 percent
I=3/2, D1 broadband, A/Gamma=1: P = 0.00 percent
D1 resolved F=2 -> F'=2 -> F=2: P = 44.68 percent
D1 resolved F=2 -> F'=2 -> F=1: P = -63.64 percent
D1 only excitation resolved: P = 0.00 percent
D1 only detection resolved: P = 0.00 percent
```
